# Valley repopulation and the piezoresistance of nondegenerate n-type silicon: verification in Python

```python
"""Piezoresistance of nondegenerate n-type silicon from valley repopulation.
Result under test, for stress X along [100] (tension positive):
  pi11 = -(2/3) c Xi_u (S11-S12)/(kB T),  pi12 = -pi11/2,
  c = (L-1)/(2L+1),  L = m_l/m_t.
pi11, pi12: relative resistivity change per stress, along and across X.
Xi_u, Xi_d: uniaxial and dilation deformation potentials; S: compliances;
m_l, m_t: valley masses along and across the valley axis.
Electron density and scattering time are fixed. Transport is computed in
atomic units by quadrature over k; stresses are in Pa.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
TIME_AU = sc.physical_constants["atomic unit of time"][0]
KB_EV = sc.k / sc.e

# Rough typical values for lightly doped n-type silicon
m_l, m_t = 0.92, 0.19
xi_u, xi_d = 9.0, 1.0                    # eV
C11, C12, C44 = 166e9, 64e9, 80e9        # Pa
temperature = 300.0                      # K
stress_example = 20e6                    # Pa
density_cm3 = 1e15
tau_ps = 0.20
donor_depth = 0.045                      # eV

density = density_cm3 * 1e6 * BOHR**3
tau = tau_ps * 1e-12 / TIME_AU
stiffness = np.diag([C11 - C12] * 3 + [C44] * 3)
stiffness[:3, :3] += C12


def strain_tensor(stress):
    """Solve Hooke's law for a symmetric 3x3 stress tensor."""
    s = stress
    v = np.linalg.solve(stiffness, [s[0, 0], s[1, 1], s[2, 2],
                                    s[1, 2], s[0, 2], s[0, 1]])
    return np.array([[v[0], v[5] / 2, v[4] / 2],
                     [v[5] / 2, v[1], v[3] / 2],
                     [v[4] / 2, v[3] / 2, v[2]]])


grid = np.linspace(-8, 8, 33)
T3 = np.array(np.meshgrid(grid, grid, grid, indexing="ij")).reshape(3, -1)


def transport(stress, T=temperature, dilation=xi_d, axis_tau=1.0):
    """Conductivity tensor (a.u.) and valley-pair fractions at fixed density.
    axis_tau multiplies the scattering time along the valley axis."""
    kT = KB_EV * T / HARTREE_EV
    strain = strain_tensor(stress)
    sigma, populations = np.zeros((3, 3)), []
    for axis in range(3):
        mass = np.full(3, m_t)
        mass[axis] = m_l
        times = np.full(3, tau)
        times[axis] *= axis_tau
        scale = np.sqrt(mass * kT)
        k = scale[:, None] * T3
        cell = np.prod(scale) * (grid[1] - grid[0])**3 / (2 * np.pi)**3
        shift = (dilation * np.trace(strain)
                 + xi_u * strain[axis, axis]) / HARTREE_EV
        energy = (k**2 / (2 * mass[:, None])).sum(0) + shift
        weight = 4 * cell * np.exp(-energy / kT)   # 2 spins, 2 valleys
        velocity = k / mass[:, None]
        populations.append(weight.sum())
        sigma += (velocity * weight / kT) @ (velocity * times[:, None]).T
    populations = np.array(populations)
    total = populations.sum()
    return sigma * density / total, populations / total


def uniaxial(X, direction=(1, 0, 0)):
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    return X * np.outer(n, n)


def coefficients(pattern, **options):
    """Tensor of relative resistivity change per stress, by differences."""
    h = 1e5
    plus = np.linalg.inv(transport(h * pattern, **options)[0])
    minus = np.linalg.inv(transport(-h * pattern, **options)[0])
    rho = np.linalg.inv(transport(0 * pattern, **options)[0])[0, 0]
    return (plus - minus) / (2 * h * rho)


# Derived formulas
L = m_l / m_t
c = (L - 1) / (2 * L + 1)
kT_eV = KB_EV * temperature
S_diff = 1 / (C11 - C12)


def pi11_formula(T):
    return -2 / 3 * c * xi_u * S_diff / (KB_EV * T)


pi11 = pi11_formula(temperature)
pi12 = -pi11 / 2
u = xi_u * S_diff * stress_example / kT_eV

# Elastic response and valley shifts
unit_strain = strain_tensor(uniaxial(1.0))
S11, S12 = unit_strain[0, 0], unit_strain[1, 1]
assert np.isclose(S11 - S12, S_diff, rtol=1e-12)

# Unstressed conductivity
zero = np.zeros((3, 3))
sigma0 = transport(zero)[0][0, 0]
assert np.isclose(sigma0, density * tau * (1 / m_l + 2 / m_t) / 3, rtol=1e-9)

# Coefficients from k-space quadrature against the formulas
along_100 = uniaxial(1.0)
numeric = coefficients(along_100)
assert np.isclose(numeric[0, 0], pi11, rtol=1e-5)
assert np.isclose(numeric[1, 1], pi12, rtol=1e-5)
assert np.isclose(numeric[2, 2], pi12, rtol=1e-5)
hot = coefficients(along_100, T=400.0)
assert np.isclose(hot[0, 0], pi11_formula(400.0), rtol=1e-5)
other = coefficients(along_100, dilation=-5.0)
assert np.allclose(other, numeric, atol=1e-6 * abs(pi11))

# Hydrostatic stress and pure shear do nothing; [110] gives a quarter
assert np.max(abs(coefficients(np.eye(3)))) < 1e-6 * abs(pi11)
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 1.0
assert np.max(abs(coefficients(shear))) < 1e-6 * abs(pi11)
n110 = np.array([1, 1, 0]) / np.sqrt(2)
pi_110 = n110 @ coefficients(uniaxial(1.0, (1, 1, 0))) @ n110
assert np.isclose(pi_110, pi11 / 4, rtol=1e-5)

# Populations at finite stress, and conductivity ratio at large stress
sigma_ex, fractions = transport(uniaxial(stress_example))
assert np.isclose(fractions[0], 1 / (1 + 2 * np.exp(u)), rtol=1e-9)
f_plus = transport(uniaxial(1e5))[1]
f_minus = transport(uniaxial(-1e5))[1]
u_step = u * 1e5 / stress_example
assert np.allclose((f_plus - f_minus) / (2 * u_step),
                   [-2 / 9, 1 / 9, 1 / 9], rtol=1e-5)
sigma_big = transport(uniaxial(1e9))[0]
big_ratio = (sigma_big[0, 0] - sigma0) / (sigma_big[1, 1] - sigma0)
assert np.isclose(big_ratio, -2, rtol=1e-8)
rho_big_ratio = ((sigma0 / sigma_big[0, 0] - 1)
                 / (sigma0 / sigma_big[1, 1] - 1))
assert abs(rho_big_ratio + 2) > 0.1      # resistivity ratio is low-stress only

# Second-order term of the longitudinal resistivity
h = 1e6
even = (sigma0 / transport(uniaxial(h))[0][0, 0]
        + sigma0 / transport(uniaxial(-h))[0][0, 0] - 2) / 2
u_h = u * h / stress_example
nonlinear = 1 / 6 + 2 * c / 3
assert np.isclose(even, -pi11 * h * u_h * nonlinear, rtol=1e-3)

# Degeneracy: density relative to the effective density of states
t = np.linspace(0, 9, 1801)


def reduced_density(eta):
    y = 2 * t**2 / (1 + np.exp(t**2 - eta))
    return 2 / np.sqrt(np.pi) * (y.sum() - y[-1] / 2) * (t[1] - t[0])


m_dos = (m_l * m_t**2)**(1 / 3)
kT_au = kT_eV / HARTREE_EV
Nc_cm3 = 12 * (m_dos * kT_au / (2 * np.pi))**1.5 / (BOHR**3 * 1e6)


def degeneracy_factor(n_cm3):
    """Factor multiplying both coefficients: d ln(density)/d(mu/kT)."""
    eta = brentq(lambda x: reduced_density(x) - n_cm3 / Nc_cm3, -25, 10)
    d = 1e-3
    slope = np.log(reduced_density(eta + d) / reduced_density(eta - d))
    return slope / (2 * d), eta


factor_light, _ = degeneracy_factor(density_cm3)
heavy_cm3 = 1e19
factor_heavy, eta_heavy = degeneracy_factor(heavy_cm3)


def degenerate_fraction(split):
    target = 3 * reduced_density(eta_heavy)
    mu = brentq(lambda x: reduced_density(x - split)
                + 2 * reduced_density(x) - target,
                eta_heavy - 1, eta_heavy + 1)
    return reduced_density(mu - split) / target


slope = (degenerate_fraction(0.01) - degenerate_fraction(-0.01)) / 0.02
assert np.isclose(slope, -2 / 9 * factor_heavy, rtol=1e-3)

# Donor ionization with spin degeneracy two
K = Nc_cm3 / 2 * np.exp(-donor_depth / kT_eV)
ionized = 2 / (1 + np.sqrt(1 + 4 * density_cm3 / K))

# Scattering time different along the valley axis
axis_factor = 1.2
aniso = coefficients(along_100, axis_tau=axis_factor)
assert np.isclose(aniso[0, 0] / aniso[1, 1], -2, rtol=1e-5)

# Scattering rate: acoustic part plus phonon transfer to the other valley
# pairs. Energies in kT; coupling is relative to the acoustic part.
phonon_eV, coupling = 0.050, 0.5
w = phonon_eV / kT_eV
n_phonon = 1 / np.expm1(w)
points = 800000
eps = (np.arange(points) + 0.5) * 40 / points
flux = eps**1.5 * np.exp(-eps)
flux /= flux.sum()


def root(x):
    return np.sqrt(np.maximum(x, 0))


def scattering_sigma(split, strength):
    levels = np.array([split, 0.0, 0.0])
    occupation = np.exp(-levels)
    occupation /= occupation.sum()
    result = np.zeros(3)
    for i in range(3):
        rate = np.sqrt(eps)
        for j in range(3):
            if j != i and strength > 0:
                gap = levels[j] - levels[i]
                rate = rate + strength * (
                    n_phonon * root(eps + w - gap)
                    + (n_phonon + 1) * root(eps - w - gap))
        mass = np.full(3, m_t)
        mass[i] = m_l
        result += occupation[i] * (flux / rate).sum() / mass
    return result


def scattering_slopes(strength):
    d = 0.01
    return ((1 / scattering_sigma(d, strength)
             - 1 / scattering_sigma(-d, strength))
            * scattering_sigma(0.0, strength) / (2 * d))


acoustic = scattering_slopes(0.0)
assert np.isclose(acoustic[0], -2 / 3 * c, rtol=1e-3)
assert np.isclose(acoustic[1], c / 3, rtol=1e-3)
intervalley = scattering_slopes(coupling)
# tolerance covers the quadrature error at the phonon threshold
assert abs(intervalley[0] / intervalley[1] + 2) < 0.01
enhancement = intervalley[0] / acoustic[0]
assert enhancement > 1

# Volume change at fixed electron number, and shape of a bar
dilation_per_stress = np.trace(unit_strain)
volume_ratio = ((pi11 + dilation_per_stress)
                / (pi12 + dilation_per_stress))
geometry = S11 - 2 * S12

mobility = tau_ps * 1e-12 * sc.e / sc.m_e * (1 / m_l + 2 / m_t) / 3 * 1e4
rho0 = 100 / (sigma0 * sc.e**2 / (sc.hbar * BOHR))
assert np.isclose(rho0, 1 / (density_cm3 * sc.e * mobility), rtol=1e-6)
per_TPa = 1e12
to_A3_eV = sc.e / 1e-30
d_long = sigma0 / sigma_ex[0, 0] - 1
d_trans = sigma0 / sigma_ex[1, 1] - 1

print("INPUTS (rough typical silicon values)")
print(f"m_l, m_t = {m_l:.2f}, {m_t:.2f} electron masses")
print(f"Xi_u = {xi_u:.1f} eV; Xi_d = {xi_d:.1f} eV (drops out)")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"temperature = {temperature:.0f} K; kT = {kT_eV*1e3:.2f} meV")
print(f"stress = {stress_example/1e6:.0f} MPa tension along [100]")
print(f"density = {density_cm3:.1e} cm^-3; tau = {tau_ps:.2f} ps")
print("RESULTS")
print(f"S11, S12 = {S11*per_TPa:.3f}, {S12*per_TPa:.3f} 1/TPa")
print(f"S11-S12 = {S_diff*per_TPa:.3f} 1/TPa")
print(f"mass ratio L = {L:.3f}; c = {c:.4f}")
print(f"valley splitting = {u*kT_eV*1e3:.3f} meV; u = {u:.4f}")
print(f"pair fractions x, y, z = {fractions[0]:.4f}, "
      f"{fractions[1]:.4f}, {fractions[2]:.4f}")
print(f"mobility = {mobility:.0f} cm2/Vs; rho0 = {rho0:.2f} ohm cm")
print(f"pi11 formula = {pi11*per_TPa:.1f} 1/TPa")
print(f"pi11 k-space = {numeric[0,0]*per_TPa:.1f} 1/TPa")
print(f"pi12 formula = {pi12*per_TPa:.1f} 1/TPa")
print(f"pi12 k-space = {numeric[1,1]*per_TPa:.1f} 1/TPa")
print(f"pi11, pi12 = {pi11*to_A3_eV:.1f}, {pi12*to_A3_eV:.1f} A^3/eV")
print(f"longitudinal [110] = {pi_110*per_TPa:.1f} 1/TPa")
print(f"linear drho/rho: along {100*pi11*stress_example:.3f} %, "
      f"across {100*pi12*stress_example:.3f} %")
print(f"full drho/rho: along {100*d_long:.3f} %, across {100*d_trans:.3f} %")
print(f"full resistivity ratio at 20 MPa = {d_long/d_trans:.3f}")
print(f"at 1 GPa: conductivity ratio {big_ratio:.3f}, "
      f"resistivity ratio {rho_big_ratio:.3f}")
print("NEGLECTED EFFECTS")
print(f"second-order reduction, along = {100*u*nonlinear:.2f} %")
print(f"volume term = {dilation_per_stress*per_TPa:.2f} 1/TPa; "
      f"ratio becomes {volume_ratio:.3f}")
print(f"bar geometry term = {geometry*per_TPa:.2f} 1/TPa")
print(f"effective density of states = {Nc_cm3:.2e} cm^-3")
print(f"degeneracy reduction = {100*(1-factor_light):.4f} %")
print(f"same at {heavy_cm3:.0e} cm^-3 = {100*(1-factor_heavy):.1f} %")
print(f"donor depth {donor_depth*1e3:.0f} meV: ionized {100*ionized:.2f} %")
print(f"pi11 at 400 K = {hot[0,0]*per_TPa:.1f} 1/TPa")
print(f"tau along valley axis x {axis_factor:.1f}: "
      f"pi11 = {aniso[0,0]*per_TPa:.1f} 1/TPa")
print(f"intervalley model: phonon {phonon_eV*1e3:.0f} meV, "
      f"coupling {coupling:.1f}")
print(f"  pi11 multiplied by {enhancement:.3f}; "
      f"ratio {intervalley[0]/intervalley[1]:.3f}")
print("all tests passed")
```

Printed output:

```
INPUTS (rough typical silicon values)
m_l, m_t = 0.92, 0.19 electron masses
Xi_u = 9.0 eV; Xi_d = 1.0 eV (drops out)
C11, C12, C44 = 166, 64, 80 GPa
temperature = 300 K; kT = 25.85 meV
stress = 20 MPa tension along [100]
density = 1.0e+15 cm^-3; tau = 0.20 ps
RESULTS
S11, S12 = 7.670, -2.134 1/TPa
S11-S12 = 9.804 1/TPa
mass ratio L = 4.842; c = 0.3596
valley splitting = 1.765 meV; u = 0.0683
pair fractions x, y, z = 0.3183, 0.3408, 0.3408
mobility = 1362 cm2/Vs; rho0 = 4.58 ohm cm
pi11 formula = -818.2 1/TPa
pi11 k-space = -818.2 1/TPa
pi12 formula = 409.1 1/TPa
pi12 k-space = 409.1 1/TPa
pi11, pi12 = -131.1, 65.5 A^3/eV
longitudinal [110] = -204.6 1/TPa
linear drho/rho: along -1.636 %, across 0.818 %
full drho/rho: along -1.592 %, across 0.815 %
full resistivity ratio at 20 MPa = -1.952
at 1 GPa: conductivity ratio -2.000, resistivity ratio -1.235
NEGLECTED EFFECTS
second-order reduction, along = 2.77 %
volume term = 3.40 1/TPa; ratio becomes -1.975
bar geometry term = 11.94 1/TPa
effective density of states = 2.74e+19 cm^-3
degeneracy reduction = 0.0013 %
same at 1e+19 cm^-3 = 11.3 %
donor depth 45 meV: ionized 99.96 %
pi11 at 400 K = -613.7 1/TPa
tau along valley axis x 1.2: pi11 = -761.4 1/TPa
intervalley model: phonon 50 meV, coupling 0.5
  pi11 multiplied by 1.249; ratio -2.000
all tests passed
```
